# Peak Temperature of First-Order Desorption under Linear Heating: test program

```python
"""
First-order desorption under linear heating.
Rate law:  -d(theta)/dt = v * theta * exp(-E/(k T)),   T = T_start + b t.
Result under test: the desorption rate peaks at the temperature T that obeys
    E/(k T^2) = (v/b) exp(-E/(k T)),
for constant E and v, if heating starts below that temperature.
Symbols: theta coverage (monolayers, ML), E desorption energy (eV),
v prefactor (1/s), b heating rate (K/s), k Boltzmann constant (eV/K),
x = E/(k T).
The peak is found by integrating the rate law and searching for the maximum
of the rate; this is compared with the formulas derived from the condition.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, lambertw

K_B = constants.k / constants.e
EV_TO_KJ_MOL = constants.e * constants.N_A / 1000.0


def simulate(energy, prefactor, heating, theta0=1.0, repulsion=0.0,
             power=0.0, T_ref=1.0, T_start=None):
    """Integrate the rate law; return temperatures, rates and peak data.

    The energy is energy - repulsion*theta and the prefactor is
    prefactor*(T/T_ref)**power, so the defaults give the plain rate law.
    """
    if T_start is None:
        T_start = 200.0 * energy      # cold start: x = 58

    def rate(T, theta):
        barrier = energy - repulsion * theta
        return (prefactor * (T / T_ref)**power * theta
                * np.exp(-barrier / (K_B * T)))

    def nearly_empty(T, y):
        return y[0] - 0.02 * theta0
    nearly_empty.terminal = True

    solution = solve_ivp(lambda T, y: -rate(T, y) / heating,
                         (T_start, 5000.0 * energy), [theta0],
                         method="DOP853", rtol=1e-11, atol=1e-13 * theta0,
                         max_step=2.0 * energy, dense_output=True,
                         events=nearly_empty)
    assert solution.status == 1
    grid = np.linspace(T_start, solution.t[-1], 2001)
    rates = rate(grid, solution.sol(grid)[0])
    index = int(np.argmax(rates))
    if index == 0:
        return grid, rates, T_start, theta0, rates[0]
    # refine the maximum with a local polynomial in a scaled variable
    centre, half = grid[index], 0.01 * grid[index]
    u = np.linspace(-1.0, 1.0, 41)
    T_local = centre + half * u
    r_local = rate(T_local, solution.sol(T_local)[0]) / rates[index]
    slope = np.polynomial.Polynomial.fit(u, r_local, 6).deriv()
    T_peak = centre + half * brentq(slope, -0.9, 0.9, xtol=1e-13)
    theta_peak = float(solution.sol(T_peak)[0])
    return grid, rates, T_peak, theta_peak, float(rate(T_peak, theta_peak))


def peak_formula(energy, prefactor, heating):
    argument = 0.5 * np.sqrt(prefactor * energy / (K_B * heating))
    return energy / (2.0 * K_B * lambertw(argument).real)


def energy_formula(T_peak, prefactor, heating):
    return K_B * T_peak * lambertw(prefactor * T_peak / heating).real


# Peak position and peak coverage over a wide range of parameters
cases = [(1.2, 1e13, 2.0), (0.3, 1e12, 0.5), (2.5, 1e16, 0.1),
         (1.0, 1e11, 10.0), (0.2, 1e3, 100.0)]
largest_error = 0.0
x_values = []
for energy, prefactor, heating in cases:
    grid, rates, T_sim, theta_sim, r_sim = simulate(energy, prefactor, heating)
    T_formula = peak_formula(energy, prefactor, heating)
    error = abs(T_sim / T_formula - 1.0)
    largest_error = max(largest_error, error)
    assert error < 1e-5
    steps = np.sign(np.diff(rates))
    assert np.count_nonzero(np.diff(steps)) == 1      # a single maximum
    x = energy / (K_B * T_formula)
    x_values.append(x)
    theta_formula = np.exp(-x * np.exp(x) * expn(2, x))
    assert abs(theta_sim / theta_formula - 1.0) < 2e-4
    assert np.exp(-x / (x + 1)) < theta_sim < np.exp(-x / (x + 2))
    assert abs(energy_formula(T_sim, prefactor, heating) / energy - 1) < 2e-5

# Worked example
E, v, b = 1.20, 1e13, 2.0
_, _, T_p, theta_p, r_p = simulate(E, v, b)
T_closed = peak_formula(E, v, b)
x_p = E / (K_B * T_p)
left = E / (K_B * T_p**2)
right = v / b * np.exp(-E / (K_B * T_p))
assert abs(left / right - 1.0) < 1e-4
theta_closed = np.exp(-x_p * np.exp(x_p) * expn(2, x_p))

# The initial coverage does not move the peak
T_low_coverage = simulate(E, v, b, theta0=0.1)[2]
assert abs(T_low_coverage - T_p) < 1e-3

# Starting just below the root keeps the peak; starting above removes it
T_near = simulate(E, v, b, T_start=T_closed - 15.0)[2]
assert abs(T_near - T_closed) < 5e-3
T_hot_start = T_closed + 15.0
_, hot_rates, _, _, _ = simulate(E, v, b, T_start=T_hot_start)
assert np.all(np.diff(hot_rates) < 0)

# Energy from one peak, and the effect of a wrong prefactor
E_back = energy_formula(T_p, v, b)
E_v_low = energy_formula(T_p, v / 10, b)
E_v_high = energy_formula(T_p, v * 10, b)
E_estimate = K_B * T_p * (np.log(v * T_p / b) - 3.64)
assert abs(E_estimate / E - 1.0) < 0.01

# Energy and prefactor from simulated peaks at several heating rates
heating_rates = np.array([0.5, 1.0, 2.0, 4.0, 8.0])
peaks = np.array([simulate(E, v, h)[2] for h in heating_rates])
line_slope, intercept = np.polyfit(1 / peaks,
                                   np.log(heating_rates / peaks**2), 1)
E_line = -K_B * line_slope
v_line = np.exp(intercept) * E_line / K_B
assert abs(E_line / E - 1.0) < 1e-3
assert abs(v_line / v - 1.0) < 2e-2
step = 0.05
shift_sim = (simulate(E, v, b * np.exp(step))[2]
             - simulate(E, v, b * np.exp(-step))[2]) / (2 * step)
shift_formula = T_p / (x_p + 2.0)
assert abs(shift_sim / shift_formula - 1.0) < 1e-3

# Prefactor proportional to T, equal to v at the plain peak temperature
T_power = simulate(E, v, b, power=1.0, T_ref=T_closed)[2]


def power_condition(T):
    return (E / (K_B * T**2) + 1.0 / T
            - v / b * (T / T_closed) * np.exp(-E / (K_B * T)))


T_power_root = brentq(power_condition, 300.0, 600.0, xtol=1e-10)
assert abs(T_power - T_power_root) < 5e-3
assert abs(T_power - T_closed) > 0.1      # the plain condition fails here

# Energy falling with coverage: E - w*theta
w = 0.05
repulsive = []
for start in (1.0, 0.5):
    _, _, T_w, theta_w, _ = simulate(E, v, b, theta0=start, repulsion=w)
    E_w = E - w * theta_w
    plain_ratio = (v / b * np.exp(-E_w / (K_B * T_w))
                   / (E_w / (K_B * T_w**2)))
    full_ratio = plain_ratio * (1.0 + w * theta_w / (K_B * T_w))
    assert abs(full_ratio - 1.0) < 5e-4
    assert abs(plain_ratio - 1.0) > 0.05
    repulsive.append((start, T_w, theta_w, plain_ratio, full_ratio))
assert abs(repulsive[0][1] - repulsive[1][1]) > 1.0

print(f"Boltzmann constant k = {K_B:.6e} eV/K")
print(f"Input E = {E:.2f} eV = {E * EV_TO_KJ_MOL:.1f} kJ/mol")
print(f"Input v = {v:.1e} 1/s, b = {b:.1f} K/s, theta0 = 1 ML")
print(f"v E/(k b) = {v * E / (K_B * b):.4e} (dimensionless)")
print(f"Peak temperature, simulated = {T_p:.3f} K")
print(f"Peak temperature, closed form = {T_closed:.3f} K")
print(f"Peak temperature = {T_closed - 273.15:.1f} deg C")
print(f"x at peak = {x_p:.3f}")
print(f"E/(k T^2) at simulated peak = {left:.6f} 1/K")
print(f"(v/b) exp(-E/kT) at simulated peak = {right:.6f} 1/K")
print(f"Coverage at peak, simulated = {theta_p:.5f} ML")
print(f"Coverage at peak, formula = {theta_closed:.5f} ML")
print(f"Lower coverage bound = {np.exp(-x_p / (x_p + 1)):.5f} ML")
print(f"Upper coverage bound = {np.exp(-x_p / (x_p + 2)):.5f} ML")
print(f"1/e = {np.exp(-1):.5f}")
print(f"Rate at peak = {r_p:.5f} ML/s")
print(f"Peak for theta0 = 0.1 ML: {T_low_coverage:.3f} K")
print(f"Peak for start 15 K below root: {T_near:.3f} K")
print(f"Start without interior peak: {T_hot_start:.2f} K")
print(f"E recovered from peak with true v = {E_back:.4f} eV")
print(f"E recovered with v/10 = {E_v_low:.4f} eV")
print(f"E recovered with 10 v = {E_v_high:.4f} eV")
print(f"E from estimate with constant 3.64 = {E_estimate:.4f} eV")
for h, T in zip(heating_rates, peaks):
    print(f"Heating rate {h:.1f} K/s: simulated peak {T:.3f} K")
print(f"E from heating-rate line = {E_line:.4f} eV")
print(f"v from heating-rate line = {v_line:.3e} 1/s")
print(f"dT_p/d ln b, simulated = {shift_sim:.3f} K")
print(f"dT_p/d ln b, formula = {shift_formula:.3f} K")
print(f"Peak for v proportional to T, simulated = {T_power:.3f} K")
print(f"Peak for v proportional to T, condition = {T_power_root:.3f} K")
print(f"Repulsion w = {w:.2f} eV per ML")
for start, T_w, theta_w, plain_ratio, full_ratio in repulsive:
    print(f"theta0 = {start:.1f} ML: peak {T_w:.2f} K, "
          f"coverage there {theta_w:.4f} ML")
    print(f"  right/left side: plain {plain_ratio:.4f}, "
          f"with repulsion factor {full_ratio:.4f}")
print(f"Range of x at peak in all cases: {min(x_values):.2f} "
      f"to {max(x_values):.2f}")
print(f"Largest relative error of peak formula = {largest_error:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Boltzmann constant k = 8.617333e-05 eV/K
Input E = 1.20 eV = 115.8 kJ/mol
Input v = 1.0e+13 1/s, b = 2.0 K/s, theta0 = 1 ML
v E/(k b) = 6.9627e+16 (dimensionless)
Peak temperature, simulated = 437.092 K
Peak temperature, closed form = 437.092 K
Peak temperature = 163.9 deg C
x at peak = 31.859
E/(k T^2) at simulated peak = 0.072889 1/K
(v/b) exp(-E/kT) at simulated peak = 0.072889 1/K
Coverage at peak, simulated = 0.38966 ML
Coverage at peak, formula = 0.38966 ML
Lower coverage bound = 0.37925 ML
Upper coverage bound = 0.39026 ML
1/e = 0.36788
Rate at peak = 0.05680 ML/s
Peak for theta0 = 0.1 ML: 437.092 K
Peak for start 15 K below root: 437.092 K
Start without interior peak: 452.09 K
E recovered from peak with true v = 1.2000 eV
E recovered with v/10 = 1.1160 eV
E recovered with 10 v = 1.2842 eV
E from estimate with constant 3.64 = 1.1933 eV
Heating rate 0.5 K/s: simulated peak 419.880 K
Heating rate 1.0 K/s: simulated peak 428.318 K
Heating rate 2.0 K/s: simulated peak 437.092 K
Heating rate 4.0 K/s: simulated peak 446.221 K
Heating rate 8.0 K/s: simulated peak 455.727 K
E from heating-rate line = 1.2000 eV
v from heating-rate line = 1.000e+13 1/s
dT_p/d ln b, simulated = 12.909 K
dT_p/d ln b, formula = 12.909 K
Peak for v proportional to T, simulated = 437.480 K
Peak for v proportional to T, condition = 437.480 K
Repulsion w = 0.05 eV per ML
theta0 = 1.0 ML: peak 423.21 K, coverage there 0.4471 ML
  right/left side: plain 0.6200, with repulsion factor 1.0000
theta0 = 0.5 ML: peak 430.23 K, coverage there 0.2093 ML
  right/left side: plain 0.7799, with repulsion factor 1.0000
Range of x at peak in all cases: 6.35 to 41.95
Largest relative error of peak formula = 1.5e-07
ALL CHECKS PASSED
```
